# Recursive Green function sweeps for a block-tridiagonal Hamiltonian

## 1. Result

A system is cut into $L$ slices with $M$ orthonormal orbitals each, and the Hamiltonian couples neighbouring slices only. Its blocks are
$$H_{ii}=H_i,\qquad H_{i,i+1}=V_i,\qquad H_{i+1,i}=V_i^\dagger .$$
We want blocks of $G=A^{-1}$, where $A=z-H-\Sigma$ and $z=E+i\eta$. The matrix $\Sigma$ acts on slices 1 and $L$ and represents attached leads; it is zero for an isolated system. Write $D_i$ for the diagonal blocks of $A$. The off-diagonal blocks of $A$ are $-V_i$ and $-V_i^\dagger$.

**Forward sweep**, for $i=2,\dots,L$:
$$g_1=D_1^{-1},\qquad g_i=\left(D_i-V_{i-1}^\dagger g_{i-1}V_{i-1}\right)^{-1}. \tag{1}$$

**Backward sweep**, starting from $G_{LL}=g_L$, for $i=L-1,\dots,1$:
$$G_{ii}=g_i+g_iV_i\,G_{i+1,i+1}\,V_i^\dagger g_i, \tag{2}$$
$$G_{iL}=g_iV_i\,G_{i+1,L},\qquad G_{Li}=G_{L,i+1}\,V_i^\dagger g_i. \tag{3}$$

At $i=1$, equation (3) delivers the end-to-end blocks $G_{1L}$ and $G_{L1}$. With ordinary matrix algebra the two sweeps take $(8L-7)M^3$ scalar multiplications, divisions included. Inverting $A$ as a full matrix takes $(LM)^3$. The phrase "cost $LM^3$" refers to this scaling and leaves out the factor of about 8.

For $\eta>0$ every inverse in (1) exists. At $\eta=0$ this is an extra condition, discussed in sections 2 and 6.

## 2. Why the inverses exist

Let $A_{[i]}$ be the part of $A$ that belongs to slices $1,\dots,i$. The sweep needs each $A_{[i]}$ to be invertible.

The lead term is retarded, which means that $(\Sigma-\Sigma^\dagger)/(2i)$ has no positive eigenvalue: leads let probability escape and do not feed it in. Since $H$ is Hermitian,
$$\frac{A-A^\dagger}{2i}=\eta-\frac{\Sigma-\Sigma^\dagger}{2i}\;\ge\;\eta .$$
Take a vector $x$ on slices $1,\dots,i$ and extend it by zeros to the whole system. Then $x^\dagger A_{[i]}x=x^\dagger Ax$, and
$$|x|\,|A_{[i]}x|\;\ge\;|x^\dagger A_{[i]}x|\;\ge\;\mathrm{Im}\,x^\dagger A x\;\ge\;\eta|x|^2 .$$
The first inequality is that of Cauchy and Schwarz. Hence $|A_{[i]}x|\ge\eta|x|$. For $\eta>0$ no nonzero vector is sent to zero, so $A_{[i]}$ is invertible, and $\|A_{[i]}^{-1}\|\le1/\eta$.

At $\eta=0$ the bound is empty. One must then require that $A_{[1]},\dots,A_{[L]}$ are all invertible, and the invertibility of $A=A_{[L]}$ does not imply this for the others.

## 3. The forward sweep

Define $g_i$ as the last diagonal block of $A_{[i]}^{-1}$. It is the Green function on slice $i$ when slices $i+1,\dots,L$ have been removed. We show that it obeys (1).

For $i=1$ the definition gives $g_1=D_1^{-1}$. For $i>1$, let $y_1,\dots,y_i$ be the blocks in the last block column of $A_{[i]}^{-1}$, so that $y_i=g_i$. The first $i-1$ block rows of $A_{[i]}y=(0,\dots,0,1)^T$ read
$$A_{[i-1]}\begin{pmatrix}y_1\\ \vdots\\ y_{i-1}\end{pmatrix}=\begin{pmatrix}0\\ \vdots\\ V_{i-1}y_i\end{pmatrix}.$$
The right side has the plus sign because the coupling block $-V_{i-1}$ was moved across. Multiplying by $A_{[i-1]}^{-1}$ and reading the last block gives
$$y_{i-1}=g_{i-1}V_{i-1}y_i .$$
The last block row is $-V_{i-1}^\dagger y_{i-1}+D_iy_i=1$. Inserting $y_{i-1}$,
$$\left(D_i-V_{i-1}^\dagger g_{i-1}V_{i-1}\right)g_i=1 .$$
A square matrix with a right inverse is invertible, so this is (1), and it also shows that the inverse in (1) exists.

The term $V_{i-1}^\dagger g_{i-1}V_{i-1}$ is the self-energy of everything to the left of slice $i$: an electron hops left, propagates there, and hops back. Two consequences follow from the definition of $g_i$. First, $G_{LL}=g_L$, because $A_{[L]}=A$. Second, a block of a matrix has a norm no larger than that of the matrix, so $\|g_i\|\le1/\eta$. The blocks $g_i$ therefore cannot grow along the chain beyond this bound, however long it is.

## 4. The backward sweep

**Off-diagonal blocks.** Take block column $j$ of $AG=1$ and its rows $1,\dots,i$ with $i<j$. The unit block sits in row $j$, outside this range, so
$$A_{[i]}\begin{pmatrix}G_{1j}\\ \vdots\\ G_{ij}\end{pmatrix}=\begin{pmatrix}0\\ \vdots\\ V_iG_{i+1,j}\end{pmatrix}
\quad\Rightarrow\quad G_{ij}=g_iV_iG_{i+1,j}\quad(i<j). \tag{4}$$

For blocks below the diagonal, use $GA=1$. Its block row $j$, restricted to columns $1,\dots,i$ with $i<j$, reads
$$(G_{j1},\dots,G_{ji})\,A_{[i]}=(0,\dots,0,\,G_{j,i+1}V_i^\dagger)
\quad\Rightarrow\quad G_{ji}=G_{j,i+1}V_i^\dagger g_i\quad(i<j). \tag{5}$$
Setting $j=L$ in (4) and (5) gives (3).

**Diagonal blocks.** For $1<i<L$, row $i$ and column $i$ of $AG=1$ give
$$-V_{i-1}^\dagger G_{i-1,i}+D_iG_{ii}-V_iG_{i+1,i}=1 .$$
By (4), $G_{i-1,i}=g_{i-1}V_{i-1}G_{ii}$. The first two terms combine into
$$\left(D_i-V_{i-1}^\dagger g_{i-1}V_{i-1}\right)G_{ii}=g_i^{-1}G_{ii},$$
so that
$$G_{ii}=g_i+g_iV_iG_{i+1,i} .$$
For $i=1$ the first term is absent and $D_1=g_1^{-1}$, with the same outcome. Equation (5) with $j=i+1$ gives $G_{i+1,i}=G_{i+1,i+1}V_i^\dagger g_i$, and (2) follows.

Equation (2) has a direct reading. The first term is propagation that stays within slices $1,\dots,i$. The second collects all motion that crosses to slice $i+1$, propagates there in the full system, and comes back.

**End-to-end blocks as products.** Repeated use of (3) gives
$$G_{1L}=(g_1V_1)(g_2V_2)\cdots(g_{L-1}V_{L-1})\,g_L, \tag{6}$$
$$G_{L1}=g_L(V_{L-1}^\dagger g_{L-1})\cdots(V_1^\dagger g_1).$$
If all blocks of $A$ are symmetric matrices and the $V_i$ are real, then every $g_i$ is symmetric and $G_{L1}=G_{1L}^T$. With a magnetic field some hoppings are in general complex, in the $V_i$ or inside the $H_i$ according to the gauge, so $A$ is no longer symmetric and this argument fails. (On a square lattice, a flux per cell that is a whole multiple of $h/2e$ is an exception: the phases can then be chosen as $\pm1$, and the hoppings stay real.) Nor is $G_{L1}$ in general the adjoint of $G_{1L}$ at the same $z$, because $A$ is not Hermitian. Both products are then computed.

## 5. Counting the work

Store $X_i=g_iV_i$ and $Y_i=V_i^\dagger g_i$. In a plain implementation, each of the $L-1$ links between slices then uses these matrix products:

- two to form $X_i$ and $Y_i$;
- one for $V_i^\dagger X_i$ in (1);
- two for $X_iG_{i+1,i+1}Y_i$ in (2);
- two for $X_iG_{i+1,L}$ and $G_{L,i+1}Y_i$ in (3).

That makes seven products of $M^3$ multiplications each. (On the last link $X_{L-1}G_{LL}$ occurs in both (2) and (3); reusing it would save one product, which the count below ignores.) There are also $L$ inversions. In-place Gauss–Jordan elimination uses, for each of $M$ pivots, one reciprocal, $M-1$ multiplications for the pivot row, $(M-1)^2$ for the remaining entries and $M-1$ for the pivot column. The sum is
$$1+2(M-1)+(M-1)^2=M^2,$$
so one inversion takes $M^3$. The total is
$$LM^3+7(L-1)M^3=(8L-7)M^3 .$$

The numerical check records multiplications as they are executed. For $L=6$, $M=7$ it finds 14063, which is $41\times343$, against 74088 for the full matrix. The ratio of full inversion to sweeps is $L^3/(8L-7)$, which for long systems grows as $L^2/8$. These are operation counts; running times depend on the machine as well.

Storage is of order $LM^2$, for $g_i$, $X_i$ and $Y_i$. If $G_{1L}$ alone is wanted, the product (6) can be accumulated from the left during the forward sweep. The working memory is then of order $M^2$, provided the blocks of $H$ are generated slice by slice.

Since $M$ enters as a cube and $L$ linearly, the slices should be cut across the long direction where the choice is free. With leads it is in general not free: $\Sigma$ couples all orbitals of a contact face to each other, so each face must lie within one slice, and a short, wide device keeps its large $M$. Couplings that reach beyond the next slice must first be absorbed by making the slices thicker, which raises $M$.

## 6. Where the sweep loses accuracy

Consider two sites ($L=2$, $M=1$) with site energy zero, real coupling $V$ and $E=0$. At $\eta=0$,
$$A=\begin{pmatrix}0&-V\\-V&0\end{pmatrix},\qquad \det A=-V^2 .$$
The matrix is invertible, yet $D_1=0$ and the sweep cannot start. Physically, the removed-neighbour system has a level at the chosen energy, although the full system does not.

With a small $\eta$ the sweep runs, but look at the sizes:
$$g_1=-\frac{i}{\eta},\qquad G_{22}=\left(i\eta-\frac{V^2}{i\eta}\right)^{-1}=-\frac{i\eta}{\eta^2+V^2}.$$
Equation (2) then forms
$$G_{11}=-\frac{i}{\eta}+\frac{i}{\eta}\,\frac{V^2}{\eta^2+V^2}=-\frac{i\eta}{\eta^2+V^2}.$$
Two terms of size $1/\eta$ cancel to leave a result of size $\eta/V^2$. A relative rounding error $u$ in the large terms can become a relative error of order $uV^2/\eta^2$ in $G_{11}$. In double precision $u\approx10^{-16}$, so for $V=1$ eV and $\eta=10^{-6}$ eV the estimate allows a relative error of order $10^{-4}$. How much of this is realised depends on how the roundings fall at the particular $\eta$. For six values of $\eta$ between $10^{-6}$ and $4.7\times10^{-6}$ eV the largest relative error was $7.6\times10^{-6}$. These six values all give the same error, and it is not typical of small $\eta$: other values of $\eta$ just above $10^{-6}$ eV give errors of several $10^{-5}$, and up to about $2\times10^{-4}$, the size of the estimate.

A second form avoids this subtraction. Run a sweep from the other end,
$$g^R_L=D_L^{-1},\qquad g^R_i=\left(D_i-V_ig^R_{i+1}V_i^\dagger\right)^{-1}.$$
This is (1) with the slices numbered in reverse, and the mirror image of (4) is $G_{i+1,i}=g^R_{i+1}V_i^\dagger G_{ii}$. Inserting it, together with $G_{i-1,i}=g_{i-1}V_{i-1}G_{ii}$, in row $i$ of $AG=1$ gives
$$G_{ii}=\left(D_i-V_{i-1}^\dagger g_{i-1}V_{i-1}-V_ig^R_{i+1}V_i^\dagger\right)^{-1}, \tag{7}$$
where a term that refers to a missing neighbour is dropped. In the two-site case (7) reads $G_{11}=[\,i(\eta+V^2/\eta)]^{-1}$, a sum of terms of equal sign, so the relative error is a few rounding units; for the same six values of $\eta$ it is at most $2.2\times10^{-16}$. This shows the benefit for this case; it does not prove that (7) is accurate for every system. It also needs $g_i$ and $g^R_i$ to exist, so it does not help at $\eta=0$ here.

## 7. A chain to follow by hand

Take three sites with energy 0, coupling $V=-1$ eV and $z=1+0.5i$ eV. All blocks are numbers and $V^2=1$ eV². In units of eV and 1/eV, the forward sweep gives
$$g_1=\frac1z=0.8000-0.4000i,$$
$$g_2=\frac1{z-g_1}=\frac1{0.2+0.9i}=0.2353-1.0588i,$$
$$g_3=\frac1{z-g_2}=0.2537-0.5171i=G_{33}.$$
The backward sweep gives
$$G_{22}=g_2+g_2^2G_{33}=-0.2927-0.6341i,$$
$$G_{11}=g_1+g_1^2G_{22}=0.2537-0.5171i .$$
The last value equals $G_{33}$, as the mirror symmetry of the chain demands, although $g_1$ and $g_3$ differ. The end-to-end element is
$$G_{13}=(g_1V)(g_2V)g_3=g_1g_2g_3=-0.5463-0.1171i .$$

## 8. What the blocks give: scattering between leads

Let both leads be semi-infinite repetitions of a clean slice $h_0$ (a real symmetric matrix), with hopping $-t$ between equal sites of neighbouring slices, also at the contacts. Here $t>0$ and $\eta=0$. The orthonormal real eigenvectors $\chi_m$ of $h_0$, with energies $\varepsilon_m$, are the transverse modes. A wave $\chi_m\lambda_m^i$ on slice $i$ solves the lead equation if
$$E=\varepsilon_m-t(\lambda_m+\lambda_m^{-1}).$$
For an open mode, $\lambda_m=e^{ik_m}$ with $0<k_m<\pi$, and $w_m=dE/dk_m=2t\sin k_m>0$, so it moves to the right. For a closed mode we take the real root with $|\lambda_m|<1$ and set $w_m=0$. Band edges, where $\lambda_m=\pm1$, are excluded.

**Eliminating the left lead.** Send in open mode $n$. For $i\le0$,
$$\psi_i=\chi_n\lambda_n^i+\sum_m r_{mn}\chi_m\lambda_m^{-i}.$$
The equation on slice 0 fixes $\psi_1$ from $\psi_0$ and $\psi_{-1}$, so this form also holds at $i=1$. Projecting it on $\chi_m$ there gives
$$r_{mn}=\lambda_m\left(\chi_m^\dagger\psi_1-\delta_{mn}\lambda_n\right). \tag{8}$$
Insert this in $\psi_0$:
$$\psi_0=(1-\lambda_n^2)\chi_n+\sum_m\chi_m\lambda_m\chi_m^\dagger\psi_1 .$$
The equation on slice 1 is $(E-H_1)\psi_1+t\psi_0-V_1\psi_2=0$. It becomes
$$(E-H_1-\Sigma_1)\psi_1-V_1\psi_2=-t(1-\lambda_n^2)\chi_n,\qquad \Sigma_1=-t\sum_m\chi_m\lambda_m\chi_m^\dagger .$$
The source is $-t(1-\lambda_n^2)=t\lambda_n(\lambda_n-\lambda_n^{-1})=iw_n\lambda_n$.

**Eliminating the right lead.** For $i\ge L$ there are outgoing or decaying waves, $\psi_i=\sum_m\tau_{mn}\chi_m\lambda_m^{i-L}$. Hence $\psi_{L+1}=\sum_m\chi_m\lambda_m\chi_m^\dagger\psi_L$. This puts the same self-energy on slice $L$, without a source.

The strip now obeys $A\psi=$ source on slice 1, so $\psi_1=iw_n\lambda_nG_{11}\chi_n$ and $\psi_L=iw_n\lambda_nG_{L1}\chi_n$. With (8),
$$\tau_{mn}=iw_n\lambda_n\,\chi_m^\dagger G_{L1}\chi_n,\qquad r_{mn}=\lambda_m\left(iw_n\lambda_n\,\chi_m^\dagger G_{11}\chi_n-\delta_{mn}\lambda_n\right).$$

**Transmission.** The probability current between lead slices is $(2t/\hbar)\,\mathrm{Im}\,\psi_i^\dagger\psi_{i+1}$, which is $w_m|a|^2/\hbar$ for an open mode of amplitude $a$. The transmission summed over open modes is therefore
$$T=\sum_{mn}\frac{w_m}{w_n}|\tau_{mn}|^2=\sum_{mn}w_mw_n|\chi_m^\dagger G_{L1}\chi_n|^2=\mathrm{Tr}\left[\Gamma G_{L1}\Gamma G_{L1}^\dagger\right],$$
with $\Gamma=i(\Sigma_1-\Sigma_1^\dagger)=\sum_mw_m\chi_m\chi_m^\dagger$. The reflection $R$ is the same weighted sum with $|r_{mn}|^2$. One end-to-end block gives $T$, and one diagonal block gives $R$.

## 9. A disordered strip

The model strip has $L=40$, $M=6$, $t=1$ eV and $E=-1$ eV. Its site energies are drawn uniformly between $-1$ and $+1$ eV, and a flux of $0.02\,h/e$ threads each cell of the strip. One random sample is treated, at $\eta=0$. The largest $\|g_i\|$ is 14.5 eV$^{-1}$, so none of the matrices $g_i^{-1}$ inverted in (1) is close to singular here.

Four of the six modes are open. The sweeps give
$$T=0.984,\qquad R=3.016,\qquad T+R=4.000 .$$
The sum equals the number of open modes, as current conservation requires. This sample reflects about three quarters of the incoming current. A direct wave-matching calculation, which uses neither a Green function nor a self-energy, gives the same $T$.

The two end-to-end blocks do differ: the norm of $G_{1L}-G_{L1}^T$ is 1.47 times that of $G_{1L}$. This figure depends on the gauge chosen for the field, since a gauge change alters the phases of the blocks. The difference from the adjoint, $G_{1L}-G_{L1}^\dagger$, also has relative size 1.47 here, but the agreement is accidental. A gauge change multiplies the orbitals of slice $i$ by a diagonal unitary matrix $U_i$. Both $G_{1L}$ and $G_{L1}^\dagger$ then become $U_1(\cdot)U_L^\dagger$, so the norm of their difference does not depend on the gauge, whereas the difference from the transpose does. The transmission computed from $G_{1L}$, for waves sent in from the right, is again 0.984.

The diagonal blocks give the density of states on each slice, $-\mathrm{Im}\,\mathrm{Tr}\,G_{ii}/\pi$, for the following reason. Eliminating the leads is exact, so $G_{ii}$ is the block on slice $i$ of the Green function of strip and leads together. Each eigenstate $n$ of that whole system contributes $-p_{n,i}\,\mathrm{Im}\,(E+i\eta-E_n)^{-1}/\pi$, where $p_{n,i}$ is its probability on slice $i$, and this tends to $p_{n,i}\,\delta(E-E_n)$. Per spin, it is 0.759 eV$^{-1}$ on slice 1, 0.652 eV$^{-1}$ on slice 20 and 0.749 eV$^{-1}$ on slice 40.

The operation count for this strip is
$$(8\times40-7)\times6^3=313\times216=67\,608,$$
against $240^3=13\,824\,000$ for full inversion, a factor of about 204.

## Computed results

```
random system, L=7, M=4: largest block error 7.9e-15 1/eV
random system: largest eta*norm(g_i) = 0.4186
multiplications L=3, M=4: sweeps 1088, full 1728
multiplications L=6, M=4: sweeps 2624, full 13824
multiplications L=6, M=7: sweeps 14063, full 74088
chain: site energy 0 eV, hopping -1.0 eV, z = 1.0+0.5i eV
chain g_1: 0.800000 -0.400000i 1/eV
chain g_2: 0.235294 -1.058824i 1/eV
chain g_3: 0.253659 -0.517073i 1/eV
chain G_33: 0.253659 -0.517073i 1/eV
chain G_22: -0.292683 -0.634146i 1/eV
chain G_11: 0.253659 -0.517073i 1/eV
chain G_13: -0.546341 -0.117073i 1/eV
two sites, hopping 1 eV, E=0, eta=0: det A = -1.000 eV^2
two sites, eta from 1e-6 to 4.7e-6 eV, worst relative error of G_11:
  backward sweep 7.6e-06, two-sided form 2.2e-16
strip: L=40, M=6, hopping t=1.0 eV, E=-1.0 eV, eta=0
strip: site energies uniform in +-1.0 eV, flux 0.02 h/e per cell
strip: open channels 4 of 6
strip: largest block error against full inversion 1.6e-14 1/eV
strip: largest norm(g_i) 14.520 1/eV
strip: transmission T from G_L1 0.984008
strip: transmission from G_1L 0.984008
strip: transmission from wave matching 0.984008
strip: reflection R from G_11 3.015992
strip: T + R = 4.000000
strip: relative difference of G_1L and transposed G_L1 1.473
strip: relative difference of G_1L and adjoint G_L1 1.473
strip: density of states, slice 1: 0.75929 1/eV per spin
strip: density of states, slice 20: 0.65156 1/eV per spin
strip: density of states, slice 40: 0.74902 1/eV per spin
strip: multiplications, sweeps 67608, full inversion 13824000
strip: ratio full/sweeps 204.5
```
